# The Moleko–Allnatt sum rule for vacancy diffusion in random alloys: a program that tests the result

```python
"""Moleko-Allnatt sum rule for vacancy diffusion in a random alloy.

Result under test:  sum_i L_ij / w_i = N c_v c_j z s^2 / (2 D k T)  for each j
  L_ij : phenomenological coefficients, J_i = sum_j L_ij X_j
  w_i  : exchange rate of an atom of species i with a neighbouring vacancy
  N, c_v, c_j : sites per volume, vacancy and atom site fractions
  z, s, D     : number of neighbours, jump length, dimension
Cell quantities are Lambda_ij = V k T L_ij / s^2 (V = cell volume), and
Q_j = (mean number of j-vacancy neighbour pairs) * s^2-scaled mean of d_x^2 / 2.
In a cell of M sites the mean pair number is N_j N_v z / (M - 1).
"""
from itertools import combinations, product
from operator import itemgetter
import numpy as np
from scipy.constants import k as k_boltzmann


def explore(shape, steps, start):
    """All arrangements up to translation, and all jumps between them.
    Site contents: 0 = vacancy, 1, 2, 3 = atom species."""
    sites = list(product(*[range(n) for n in shape]))
    index = {site: i for i, site in enumerate(sites)}

    def moved(site, step):
        return index[tuple((a + b) % n for a, b, n in zip(site, step, shape))]

    neighbours = [[moved(site, step) for step in steps] for site in sites]
    shifts = [itemgetter(*[moved(site, t) for site in sites]) for t in sites]

    def canonical(state):
        return min(shift(state) for shift in shifts)

    first = canonical(tuple(start))
    number, queue, jumps = {first: 0}, [first], []
    for state in queue:                      # the queue grows during the loop
        for vac in range(len(sites)):
            if state[vac] != 0:
                continue
            for k, atom in enumerate(neighbours[vac]):
                species = state[atom]
                if species == 0:
                    continue
                new = list(state)
                new[vac], new[atom] = species, 0
                new = canonical(tuple(new))
                if new not in number:
                    number[new] = len(queue)
                    queue.append(new)
                around = (set(neighbours[vac]) | set(neighbours[atom])) - {vac, atom}
                count3 = sum(state[y] == 3 for y in around)
                jumps.append((number[state], number[new], species - 1, k, count3))
    return len(queue), np.array(jumps).T


def driven_flux(n_states, origin, target, species, dx, rate0, force):
    """Stationary species drift under finite forces (force * s / kT)."""
    rate = rate0 * np.exp(0.5 * force[species] * dx)
    matrix = np.zeros((n_states, n_states))
    np.add.at(matrix, (target, origin), rate)
    np.add.at(matrix, (origin, origin), -rate)
    matrix[-1, :] = 1.0                      # normalization replaces one row
    rhs = np.zeros(n_states)
    rhs[-1] = 1.0
    prob = np.linalg.solve(matrix, rhs)
    return np.bincount(species, prob[origin] * rate * dx, minlength=len(force))


def driven_lambda(n_states, origin, target, species, dx, rate0, n_species):
    """Lambda_ij by central differences of the driven stationary flux."""
    h = 1e-3
    result = np.zeros((n_species, n_species))
    for j in range(n_species):
        force = np.zeros(n_species)
        force[j] = h
        plus = driven_flux(n_states, origin, target, species, dx, rate0, force)
        minus = driven_flux(n_states, origin, target, species, dx, rate0, -force)
        result[:, j] = (plus - minus) / (2 * h)
    return result


def fluctuation_lambda(n_states, origin, target, species, dx, rate0, i, j):
    """lim <R_i R_j>/(2t) from the leading eigenvalue of the counting generator."""
    h = 0.02

    def leading(sign_i, sign_j):
        theta = np.zeros(species.max() + 1)
        theta[i] += sign_i * h
        theta[j] += sign_j * h
        matrix = np.zeros((n_states, n_states))
        np.add.at(matrix, (target, origin), rate0 * np.exp(theta[species] * dx))
        np.add.at(matrix, (origin, origin), -rate0)
        return np.linalg.eigvals(matrix).real.max()

    mixed = leading(1, 1) - leading(1, -1) - leading(-1, 1) + leading(-1, -1)
    return 0.5 * mixed / (4 * h * h)


def show(label, values, unit):
    text = " ".join(f"{x:.5f}" for x in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


# ---- ternary alloy on a periodic 3 x 3 square lattice ----------------------
square_steps = [(1, 0), (-1, 0), (0, 1), (0, -1)]
square_x = np.array([step[0] for step in square_steps], float)
w = np.array([1.0, 3.0, 0.4])
show("Ternary rates w_1 w_2 w_3", w, "(unit w_1)")

for n_vac, atoms, expected in ((1, (3, 3, 2), 560), (2, (3, 2, 2), 840)):
    start = [0] * n_vac + [1] * atoms[0] + [2] * atoms[1] + [3] * atoms[2]
    n_states, (org, tgt, spc, step, count3) = explore((3, 3), square_steps, start)
    assert n_states == expected              # every arrangement is reachable
    dx = -square_x[step]                     # the atom moves towards the vacancy
    drift_sum = np.bincount(org, dx, minlength=n_states)
    assert np.abs(drift_sum).max() < 1e-12   # sum_i v_i/w_i in each arrangement
    lam = driven_lambda(n_states, org, tgt, spc, dx, w[spc], 3)
    q = np.array(atoms) * n_vac / 8 * np.sum(square_x**2) / 2
    sums = (lam / w[:, None]).sum(axis=0)
    assert np.allclose(lam, lam.T, atol=1e-5)
    assert np.allclose(sums, q, rtol=1e-5)
    print(f"Square cell, vacancies {n_vac}, atoms {atoms}, arrangements {n_states}")
    for i in range(3):
        show(f"  Lambda row {i + 1}", lam[i], "(unit w_1)")
    show("  sum_i Lambda_ij/w_i, driven", sums, "(no unit)")
    show("  Q_j from pair count", q, "(no unit)")

    if n_vac == 1:
        for i, j in ((0, 1), (1, 1)):
            fluct = fluctuation_lambda(n_states, org, tgt, spc, dx, w[spc], i, j)
            assert abs(fluct - lam[i, j]) < 2e-3 * lam[1, 1]  # O(h^2) difference
            show(f"  Lambda_{i+1}{j+1} from displacements", fluct, "(unit w_1)")
        # Counterexample: rate grows with the number of species-3 atoms nearby.
        rate_env = w[spc] * (1 + count3)
        mean_w = np.array([rate_env[spc == i].mean() for i in range(3)])
        zero = driven_flux(n_states, org, tgt, spc, dx, rate_env, np.zeros(3))
        assert np.abs(zero).max() < 1e-10
        balance = (np.bincount(tgt, rate_env, minlength=n_states)
                   - np.bincount(org, rate_env, minlength=n_states))
        assert np.abs(balance).max() < 1e-10  # uniform state is still stationary
        lam_env = driven_lambda(n_states, org, tgt, spc, dx, rate_env, 3)
        ratio_env = (lam_env / mean_w[:, None]).sum(axis=0) / q
        assert np.abs(ratio_env - 1).max() > 1e-3
        show("  Environment-dependent rates, mean w_i", mean_w, "(unit w_1)")
        show("  Their (sum_i Lambda_ij/mean w_i)/Q_j", ratio_env, "(no unit)")

# ---- fcc lattice: 27 sites in primitive coordinates modulo 3 ----------------
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / np.sqrt(2)  # unit s
fcc_steps = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, -1, 0), (1, 0, -1), (0, 1, -1)]
fcc_steps += [tuple(-a for a in step) for step in fcc_steps]
fcc_vectors = np.array(fcc_steps) @ primitive
assert np.allclose(np.sum(fcc_vectors**2, axis=1), 1)
fcc_x = fcc_vectors[:, 0]


def fcc_arrangements(n_b):
    """Arrangements of n_b B atoms seen from the vacancy, as bit masks."""
    masks = np.array(sorted(sum(1 << b for b in c)
                            for c in combinations(range(1, 27), n_b)), dtype=np.int64)
    sites = list(product(range(3), repeat=3))
    index = {site: i for i, site in enumerate(sites)}
    partners, is_b = [], []
    for step in fcc_steps:
        here = index[tuple(a % 3 for a in step)]
        back = index[tuple(-a % 3 for a in step)]
        new = np.zeros_like(masks)
        for x in range(1, 27):
            goal = back if x == here else index[
                tuple((a - b) % 3 for a, b in zip(sites[x], step))]
            new |= ((masks >> x) & 1) << goal
        place = np.searchsorted(masks, new)
        assert np.array_equal(masks[place], new)
        partners.append(place)
        is_b.append(((masks >> here) & 1).astype(bool))
    return partners, is_b


def fcc_lambda(arrangements, w_a, w_b):
    """Lambda from the correlation formula, by conjugate gradients."""
    partners, is_b = arrangements
    rates = [np.where(b, w_b, w_a) for b in is_b]
    n = len(rates[0])
    drift, direct = np.zeros((2, n)), np.zeros(2)
    for b, rate, x in zip(is_b, rates, fcc_x):
        for i, mask in enumerate((~b, b)):
            drift[i] -= rate * x * mask
            direct[i] += 0.5 * np.mean(rate * mask) * x * x

    def minus_generator(u):
        out = np.zeros(n)
        for rate, partner in zip(rates, partners):
            out += rate * (u - u[partner])
        return out

    result = np.diag(direct)
    for j in range(2):
        u, res = np.zeros(n), drift[j].copy()
        direction, norm = res.copy(), res @ res
        goal = norm * 1e-18
        for _ in range(3000):
            image = minus_generator(direction)
            alpha = norm / (direction @ image)
            u += alpha * direction
            res -= alpha * image
            new_norm = res @ res
            if new_norm < goal:
                break
            direction = res + (new_norm / norm) * direction
            norm = new_norm
        assert new_norm < goal
        result[:, j] -= drift @ u / n
    return result


# Correlation formula against the driven stationary state, two B atoms.
n_states, (org, tgt, spc, step, _) = explore((3, 3, 3), fcc_steps,
                                             [0] + [2] * 2 + [1] * 24)
assert n_states == 325
lam_driven = driven_lambda(n_states, org, tgt, spc, -fcc_x[step],
                           np.array([1.0, 5.0])[spc], 2)
lam_formula = fcc_lambda(fcc_arrangements(2), 1.0, 5.0)
assert np.allclose(lam_driven, lam_formula, rtol=1e-5, atol=1e-7)
show("fcc, 2 B atoms, driven Lambda AA AB BB",
     [lam_driven[0, 0], lam_driven[0, 1], lam_driven[1, 1]], "(unit w_A)")
show("fcc, 2 B atoms, correlation formula AA AB BB",
     [lam_formula[0, 0], lam_formula[0, 1], lam_formula[1, 1]], "(unit w_A)")

# ---- worked example ---------------------------------------------------------
n_a, n_b = 21, 5
arrangements = fcc_arrangements(n_b)
c_a, c_b = n_a / 26, n_b / 26                # fractions among the atoms
q = np.array([c_a, c_b]) * np.sum(fcc_x**2) / 2
print(f"Example cell: 27 sites, {n_a} A, {n_b} B, 1 vacancy, "
      f"{len(arrangements[0][0])} arrangements")
show("Atom fractions c_A c_B", [c_a, c_b], "(no unit)")
saved = None
for ratio in (0.2, 1.0, 5.0):
    lam = fcc_lambda(arrangements, 1.0, ratio)
    rates = np.array([1.0, ratio])
    assert np.allclose((lam / rates[:, None]).sum(axis=0), q, rtol=1e-6)
    assert 0 < lam[0, 1] < min(ratio * q[0], q[1])
    factors = [lam[0, 0] / q[0], lam[1, 1] / (ratio * q[1]),
               lam[0, 1] / q[0], lam[0, 1] / (ratio * q[1])]
    show(f"w_B/w_A = {ratio}: f_AA f_BB f_AB(A) f_AB(B)", factors, "(no unit)")
    saved = lam

jump_length, temperature, vacancy_fraction = 0.25e-9, 1000.0, 1e-6
w_a, w_b = 1e8, 5e8
site_density = np.sqrt(2) / jump_length**3
thermal = k_boltzmann * temperature
scale = site_density * vacancy_fraction * jump_length**2 / thermal
L = scale * w_a * saved
right = scale * q
left = L[0] / w_a + L[1] / w_b
L_aa_back = w_a * (right[0] - L[0, 1] / w_b)
L_bb_back = w_b * (right[1] - L[0, 1] / w_a)
bound = min(w_b * right[0], w_a * right[1])
assert np.allclose(left, right, rtol=1e-6)
assert np.allclose([L_aa_back, L_bb_back], [L[0, 0], L[1, 1]], rtol=1e-5)
assert 0 < L[0, 1] < bound
print(f"Jump length s: {jump_length * 1e9:.2f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal:.5e} J")
print(f"Vacancy fraction c_v: {vacancy_fraction:.1e} (no unit)")
print(f"Rates w_A, w_B: {w_a:.1e}, {w_b:.1e} s^-1")
print(f"Site density N: {site_density:.4e} m^-3")
print(f"L_AA: {L[0, 0]:.5e} J^-1 m^-1 s^-1")
print(f"L_AB: {L[0, 1]:.5e} J^-1 m^-1 s^-1")
print(f"L_BB: {L[1, 1]:.5e} J^-1 m^-1 s^-1")
print(f"Rule for j=A, left, right: {left[0]:.5e}, {right[0]:.5e} J^-1 m^-1")
print(f"Rule for j=B, left, right: {left[1]:.5e}, {right[1]:.5e} J^-1 m^-1")
print(f"L_AA recovered from L_AB: {L_aa_back:.5e} J^-1 m^-1 s^-1")
print(f"L_BB recovered from L_AB: {L_bb_back:.5e} J^-1 m^-1 s^-1")
print(f"Upper bound on L_AB: {bound:.5e} J^-1 m^-1 s^-1")
print("OK")
```

Printed output:

```
Ternary rates w_1 w_2 w_3: 1.00000 3.00000 0.40000 (unit w_1)
Square cell, vacancies 1, atoms (3, 3, 2), arrangements 560
  Lambda row 1: 0.28992 0.10700 0.01976 (unit w_1)
  Lambda row 2: 0.10700 0.59066 0.02845 (unit w_1)
  Lambda row 3: 0.01976 0.02845 0.08830 (unit w_1)
  sum_i Lambda_ij/w_i, driven: 0.37500 0.37500 0.25000 (no unit)
  Q_j from pair count: 0.37500 0.37500 0.25000 (no unit)
  Lambda_12 from displacements: 0.10700 (unit w_1)
  Lambda_22 from displacements: 0.59177 (unit w_1)
  Environment-dependent rates, mean w_i: 2.42857 7.28571 0.68571 (unit w_1)
  Their (sum_i Lambda_ij/mean w_i)/Q_j: 0.97297 0.97954 0.97312 (no unit)
Square cell, vacancies 2, atoms (3, 2, 2), arrangements 840
  Lambda row 1: 0.60461 0.13984 0.03951 (unit w_1)
  Lambda row 2: 0.13984 0.79977 0.03743 (unit w_1)
  Lambda row 3: 0.03951 0.03743 0.17921 (unit w_1)
  sum_i Lambda_ij/w_i, driven: 0.75000 0.50000 0.50000 (no unit)
  Q_j from pair count: 0.75000 0.50000 0.50000 (no unit)
fcc, 2 B atoms, driven Lambda AA AB BB: 1.83173 0.07213 0.40858 (unit w_A)
fcc, 2 B atoms, correlation formula AA AB BB: 1.83173 0.07213 0.40858 (unit w_A)
Example cell: 27 sites, 21 A, 5 B, 1 vacancy, 65780 arrangements
Atom fractions c_A c_B: 0.80769 0.19231 (no unit)
w_B/w_A = 0.2: f_AA f_BB f_AB(A) f_AB(B): 0.95509 0.96227 0.00898 0.18863 (no unit)
w_B/w_A = 1.0: f_AA f_BB f_AB(A) f_AB(B): 0.96569 0.85589 0.03431 0.14411 (no unit)
w_B/w_A = 5.0: f_AA f_BB f_AB(A) f_AB(B): 0.98291 0.64105 0.08546 0.07179 (no unit)
Jump length s: 0.25 nm
Temperature: 1000 K
Thermal energy kT: 1.38065e-20 J
Vacancy fraction c_v: 1.0e-06 (no unit)
Rates w_A, w_B: 1.0e+08, 5.0e+08 s^-1
Site density N: 9.0510e+28 m^-3
L_AA: 6.50549e+31 J^-1 m^-1 s^-1
L_AB: 5.65655e+30 J^-1 m^-1 s^-1
L_BB: 5.05104e+31 J^-1 m^-1 s^-1
Rule for j=A, left, right: 6.61862e+23, 6.61862e+23 J^-1 m^-1
Rule for j=B, left, right: 1.57586e+23, 1.57586e+23 J^-1 m^-1
L_AA recovered from L_AB: 6.50549e+31 J^-1 m^-1 s^-1
L_BB recovered from L_AB: 5.05104e+31 J^-1 m^-1 s^-1
Upper bound on L_AB: 1.57586e+31 J^-1 m^-1 s^-1
OK
```
